# Two-Sublattice DMFT of the Néel State on the Bethe Lattice

## Free electrons in a staggered field

Consider first electrons without interaction on a tree in which every site has $z$ neighbours. The tree is bipartite: all neighbours of an $A$ site are $B$ sites, and conversely. Let $\eta_i=+1$ on $A$, $\eta_i=-1$ on $B$, and $\sigma=\pm1$ for spin up and down. The Hamiltonian is

$$H_0=-\frac{t}{\sqrt z}\sum_{\langle ij\rangle\sigma}\left(c^\dagger_{i\sigma}c_{j\sigma}+\mathrm{h.c.}\right)-h\sum_{i\sigma}\eta_i\sigma n_{i\sigma}. \tag{1}$$

The factor $1/\sqrt z$ keeps the band width finite as $z\to\infty$. Energies are measured in units of $t$ where numbers are given, $k_B=\hbar=1$, and $\omega$ denotes the fermionic Matsubara frequencies $(2n+1)\pi T$. The Green's function is $G(\tau)=-\langle T_\tau c(\tau)c^\dagger(0)\rangle$, so for free electrons $G$ is the matrix inverse of $i\omega-H_0$.

Take an $A$ site, labelled 0. Block inversion gives its diagonal element,

$$G_{00,\sigma}=\frac{1}{i\omega+\sigma h-\sum_{jk}\frac{t^2}{z}G^{(0)}_{jk,\sigma}}, \tag{2}$$

where $j,k$ are neighbours of site 0 and $G^{(0)}$ belongs to the lattice with site 0 removed. On a tree this removal cuts the neighbours off from one another, so $G^{(0)}_{jk}=0$ for $j\neq k$. The $z$ equal terms that remain sum to $t^2G^{(0)}_{B\sigma}$. A neighbour in the cut lattice differs from an ordinary $B$ site in having $z-1$ branches instead of $z$, which changes its Green's function by a relative amount of order $1/z$. For $z\to\infty$, therefore,

$$G_{A\sigma}=\frac{1}{i\omega+\sigma h-t^2G_{B\sigma}} . \tag{3}$$

A spin-up electron on $B$ has the same surroundings as a spin-down electron on $A$, so $G_{B\sigma}=G_{A,-\sigma}$. From here on $G_\sigma$ means $G_{A\sigma}$. The environment of an $A$ site is described by the hybridization function

$$\Delta_\sigma(i\omega)=t^2G_{-\sigma}(i\omega). \tag{4}$$

The spin index is reversed because an electron leaving an $A$ site lands on a $B$ site, where the order has the opposite sign.

To solve these equations, write $\zeta_\sigma=i\omega+\sigma h$. Multiplying each equation by its denominator gives

$$\zeta_\uparrow G_\uparrow=1+t^2G_\uparrow G_\downarrow=\zeta_\downarrow G_\downarrow . \tag{5}$$

With $x^2=\zeta_\uparrow\zeta_\downarrow$, the first and last members of (5) are equal if $G_\uparrow=(\zeta_\downarrow/x)g$ and $G_\downarrow=(\zeta_\uparrow/x)g$. Then $G_\uparrow G_\downarrow=g^2$, and (5) becomes $xg=1+t^2g^2$. The root that decays as $1/x$ is

$$g(x)=\frac{x-\sqrt{x^2-4t^2}}{2t^2}=\int\frac{D(e)\,de}{x-e},\qquad D(e)=\frac{\sqrt{4t^2-e^2}}{2\pi t^2}. \tag{6}$$

The second form holds because $g$ is analytic off the cut $[-2t,2t]$, decays at infinity, and has $-\mathrm{Im}\,g/\pi=D$ just above the cut. Since $D$ is even, adding the integrands at $e$ and $-e$ gives $g=\int D\,x/(x^2-e^2)\,de$. Hence

$$G_\sigma=\zeta_{-\sigma}\int\frac{D(e)\,de}{\zeta_\uparrow\zeta_\downarrow-e^2}. \tag{7}$$

Here $\zeta_\uparrow\zeta_\downarrow=(i\omega)^2-h^2$, so the poles lie at $\pm\sqrt{e^2+h^2}$: the staggered field opens a gap $2h$.

The $1/z$ error can be seen on explicit trees cut off four generations from the root; the cutoff itself affects the last digit quoted. For $\zeta_\uparrow=(3i+1)t$ and $\zeta_\downarrow=(3i-1)t$, (7) gives $G_\uparrow=(0.0916-0.2748i)/t$. The tree value deviates from it by $3.21\times10^{-4}/t$ for $z=6$ and by $1.58\times10^{-4}/t$ for $z=12$.

## The interacting lattice

Now add the repulsion $U\sum_i(n_{i\uparrow}-\tfrac12)(n_{i\downarrow}-\tfrac12)$, with $U>0$. In this form half filling needs no chemical potential. We seek a state with collinear Néel order, no net magnetization, and the same properties at all sites of one sublattice. It describes the interior of the tree, away from any surface. The field $h$ may be sent to zero at the end.

Matrix inversion no longer suffices, but the same removal of a site works in the path integral. With Grassmann fields $\bar c,c$, the part of the action that joins site 0 to its neighbours is

$$S_{\rm hop}=-\frac{t}{\sqrt z}\sum_{j\sigma}\int_0^{1/T}\!d\tau\,(\bar c_{0\sigma}c_{j\sigma}+\bar c_{j\sigma}c_{0\sigma}). \tag{8}$$

Average $e^{-S_{\rm hop}}$ over the lattice without site 0. The leading term is $\tfrac12\langle S_{\rm hop}^2\rangle$. The two cross terms in the square are equal and cancel the factor $\tfrac12$, and $\langle c_j(\tau)\bar c_j(\tau')\rangle=-G^{(0)}_j(\tau-\tau')$. The exponent thus receives $-\int\!\!\int\bar c_0\Delta c_0$, and the action of site 0 is

$$S_{\rm eff}=S_{\rm site}+\sum_\sigma\int\!\!\int d\tau\,d\tau'\,\bar c_{0\sigma}(\tau)\Delta_\sigma(\tau-\tau')c_{0\sigma}(\tau'),\qquad \Delta_\sigma=\frac{t^2}{z}\sum_jG^{(0)}_{j\sigma}. \tag{9}$$

Here $S_{\rm site}$ contains the time derivative, the field and the repulsion on site 0.

The higher terms are connected averages of $2n$ neighbour fields. Different branches are independent, so all $2n$ fields must belong to one neighbour. There are $z$ choices and a factor $(t/\sqrt z)^{2n}$, so the term scales as $z^{1-n}$. Only $n=1$ survives when $z\to\infty$. The missing branch of the neighbour again matters at order $1/z$, and $\Delta_{A\sigma}=t^2G_{B\sigma}$.

Exchanging the sublattices and flipping all spins leaves the Hamiltonian unchanged, because $\eta_i\sigma$ is unchanged. The Néel state shares this symmetry, so $G_{B\sigma}=G_{A,-\sigma}$ and (4) holds with interaction. Each site is an Anderson impurity with

$$G_\sigma=\frac{1}{i\omega+\sigma h-\Delta_\sigma-\Sigma_\sigma},\qquad \Delta_\sigma=t^2G_{-\sigma}. \tag{10}$$

The self-energy $\Sigma_\sigma$ is that of the impurity with action (9). The calculation is a loop: choose $\Delta_\uparrow$ and $\Delta_\downarrow$, solve the impurity, and form the new hybridization with the spins exchanged. Equations (5) to (7) remain valid if

$$\zeta_\sigma=i\omega+\sigma h-\Sigma_\sigma(i\omega). \tag{11}$$

A second symmetry fixes the filling. Under $c_{i\sigma}\to\eta_ic^\dagger_{i,-\sigma}$ the hopping keeps its form: the sign from $\eta_i\eta_j=-1$ cancels the sign from reordering the operators. The interaction is unchanged because both of its factors change sign. In the field term, $\sigma n_\sigma$ becomes $\sigma-\sigma n_{-\sigma}$, which has the original form after the spin label is renamed, and the constants cancel in the spin sum. Applied to $G_\sigma(\tau)$, the transformation gives $G_\sigma(\tau)=-G_{-\sigma}(-\tau)$, or

$$G_\sigma(i\omega)=-G_{-\sigma}(-i\omega)=-G_{-\sigma}(i\omega)^*. \tag{12}$$

It also gives $n_\uparrow+n_\downarrow=1$. With the sublattice magnetization $m=n_\uparrow-n_\downarrow$ on $A$,

$$n_\sigma=\frac{1+\sigma m}{2}. \tag{13}$$

Equation (12) and (10) imply $\zeta_\downarrow=-\zeta_\uparrow^*$, so $\zeta_\uparrow\zeta_\downarrow=-|\zeta_\uparrow|^2$ is negative. The denominator in (7) therefore has no zero on the Matsubara axis, and the choice of root in (6) is unambiguous there.

## Slater limit

To first order in $U$ the self-energy is the mean field of the opposite spin. By (13),

$$\Sigma_\sigma=U\left(n_{-\sigma}-\tfrac12\right)=-\sigma\frac{Um}{2}. \tag{14}$$

Set $h=0$ and define $M=Um/2$. Then $\zeta_\sigma=i\omega+\sigma M$, so the order acts on itself as a staggered field of strength $M$. Let $E=\sqrt{e^2+M^2}$. Since $\zeta_\downarrow-\zeta_\uparrow=-2M$ and $\zeta_\uparrow\zeta_\downarrow-e^2=-(\omega^2+E^2)$, (7) gives

$$G_\uparrow-G_\downarrow=2M\int\frac{D(e)\,de}{\omega^2+E^2}. \tag{15}$$

The magnetization is the Matsubara sum of this difference, which converges without a cutoff factor. With $T\sum_\omega(\omega^2+E^2)^{-1}=\tanh(E/2T)/(2E)$,

$$m=M\int D(e)\frac{\tanh(E/2T)}{E}\,de. \tag{16}$$

Inserting $m=2M/U$ and dividing by $M\neq0$ yields the Slater gap equation

$$1=\frac U2\int D(e)\,\frac{\tanh(E/2T)}{E}\,de. \tag{17}$$

For $U=2t$ and $T=0.05t$ it gives $m=0.6535$. Iterating (10) on the Matsubara axis with the self-energy (14) gives the same value.

The transition temperature follows from $M\to0$. Because $D$ is even,

$$\frac1U=\int_0^{2t}D(e)\frac{\tanh(e/2T)}{e}\,de. \tag{18}$$

For $T\ll t$, split $D(e)$ into $D(0)=1/(\pi t)$ and the remainder. In the first part put $y=e/2T$, with upper limit $Y=t/T$, and integrate by parts:

$$\int_0^Y\frac{\tanh y}{y}dy\simeq\ln Y-\int_0^\infty\frac{\ln y}{\cosh^2y}\,dy=\ln\frac{4e^{\gamma}t}{\pi T}. \tag{19}$$

Here $\gamma$ is Euler's constant. The last integral follows from expanding $\cosh^{-2}y$ in powers of $e^{-2y}$, which gives

$$\int_0^\infty\frac{y^s}{\cosh^2y}dy=2^{1-s}\Gamma(1+s)\,\eta(s),\qquad \eta(s)=\sum_{k\ge1}\frac{(-1)^{k+1}}{k^s}. \tag{20}$$

The series for $\eta$ converges only for $s>0$, but the left side is analytic near $s=0$, so (20) holds there with $\eta$ analytically continued. The derivative at $s=0$, with the continued values $\eta(0)=\tfrac12$ and $\eta'(0)=\tfrac12\ln(\pi/2)$, is $-\ln2-\gamma+\ln(\pi/2)=\ln(\pi/4)-\gamma$.

In the remainder $\tanh$ may be replaced by 1, since $D(e)-D(0)$ vanishes as $e^2$. With $e=2t\sin\theta$ and $(1-\cos\theta)/\sin\theta=\tan(\theta/2)$, its contribution divided by $D(0)$ is

$$-\int_0^{\pi/2}\cos\theta\tan\frac\theta2\,d\theta=-\int_0^{\pi/2}\left(\sin\theta-\tan\frac\theta2\right)d\theta=\ln2-1. \tag{21}$$

Adding (19) and (21) and multiplying by $D(0)$ turns (18) into $\pi t/U=\ln[8e^{\gamma-1}t/(\pi T)]$, so

$$T_N^{\rm Slater}\simeq\frac{8e^{\gamma-1}}{\pi}\,t\,e^{-\pi t/U},\qquad U\ll t. \tag{22}$$

At $U=0.8t$ this formula and the numerical solution of (18) both give $0.0329t$.

Equation (22) is the asymptotic solution of the Slater equation, but its prefactor need not be that of DMFT. Suppose the next order changes the effective repulsion to $U-cU^2/t$, with $c$ finite as $T\to0$. Then $1/U$ becomes $1/U+c/t$ up to terms that vanish with $U$, and $T_N$ is multiplied by $e^{-\pi c}$, however small $U$ is. Under this supposition, which is not derived here, the first-order self-energy fixes the leading exponent and leaves the prefactor open.

At a fixed gap this difficulty is absent, and the neglected terms can be measured. For $h=t$ and $T=0.02t$, the self-energy beyond (14) was computed for an impurity with the $U=0$ bath and inserted in the loop. The magnetization then lies below its Hartree value by $4.10\times10^{-5}$ at $U=0.1t$ and by $4.62\times10^{-5}$ at $U=-0.1t$; the negative sign of $U$ serves to separate even and odd powers. When $|U|$ is doubled from $0.05t$, the even part grows by 4.00 and the odd part by 8.00. The error of Hartree theory thus starts at $U^2$, with no linear term. The bath used here is the four-level bath described below, held at its $U=0$ form. Its change with $U$ would alter the self-energy at order $U^3$, so the size of the odd part is not that of the full loop.

For $U\gg t$ the solution of (18) has $T\gg t$. Then $\tanh(e/2T)/e\simeq1/(2T)$, and since $D$ integrates to $\tfrac12$ over positive $e$, $T\simeq U/4$. In Hartree theory the moment exists only together with the order, so the order disappears when thermal energy destroys the moment itself. At strong coupling the moments survive to much higher temperature than their alignment, and another calculation is needed.

## Heisenberg limit

Let $U\gg t$ and let $T$ be of order $t^2/U$. Each site then holds one electron, apart from small corrections, with spin $\sigma$ at probability $n_\sigma$. The isolated site has energy $-U/4$ when singly occupied and $+U/4$ when empty or doubly occupied. Removing a spin-$\sigma$ electron requires that it be present and gives a pole at $-U/2$. Adding one requires the opposite spin and gives a pole at $+U/2$:

$$G_\sigma(i\omega)\simeq\frac{n_\sigma}{i\omega+U/2}+\frac{n_{-\sigma}}{i\omega-U/2}. \tag{23}$$

On the lattice these poles broaden into bands of width of order $t$. At $h=0$ the mean energy of the filled band differs from $-U/2$ by $(K_\sigma+Ud)/n_\sigma$, where $K_\sigma$ is the hopping energy per site of spin $\sigma$ and $d$ the probability of double occupancy. Both terms are of order $t^2/U$, but they cancel at this order: second-order perturbation theory gives a total hopping energy $-2Ud$ per site, and each spin contributes half. By (12) the same holds for the empty band. An excitation cost $U+\epsilon$, with $\epsilon$ of order $t$ and zero mean at order $t^2/U$, changes the average of $1/(U+\epsilon)$ only at relative order $t^2/U^2$. This is the order at which the band width alters the results below.

By (4), the bath of spin $\sigma$ has squared coupling $t^2n_{-\sigma}$ to filled levels at $-U/2$ and $t^2n_\sigma$ to empty levels at $+U/2$. Let the impurity hold one electron of spin $\sigma$. Two virtual processes lower its energy.

1. The electron hops to an empty bath level of its own spin. The squared coupling is $t^2n_\sigma$. The energies of the impurity and of the bath each rise by $U/2$, so the cost is $U$.
2. An electron of spin $-\sigma$ hops from a filled bath level to the impurity. The filled part of $\Delta_{-\sigma}=t^2G_\sigma$ has weight $t^2n_\sigma$. The cost is again $U/2+U/2=U$.

A bath electron of spin $\sigma$ is excluded by the Pauli principle. Second-order perturbation theory gives

$$E_\sigma=-\frac{2t^2n_\sigma}{U},\qquad E_\downarrow-E_\uparrow=\frac{2t^2m}{U}. \tag{24}$$

The impurity gains most when its spin is opposite to that of its neighbours, since the Pauli principle then blocks the virtual hops least. For $U=20t$, $m=0.6$ and a bath of sharp levels, (24) gives $0.0600t$; exact diagonalization differs from it by $2\times10^{-5}$ of this value. The agreement is much closer than $t^2/U^2=2.5\times10^{-3}$ only because the levels are sharp and lie exactly at $\pm U/2$. In fourth order the normalization term $+4t^4n_\sigma^2/U^3$ then cancels the term $-4t^4n_\sigma^2/U^3$ from the state reached by both processes in turn, and the remaining $-2t^4n_\uparrow n_\downarrow/U^3$ is the same for both spins. With broadened bands the corrections of order $t^2/U^2$ remain, as the numerical solution below shows.

The two spin states are occupied with Boltzmann weights, so $m=\tanh[(E_\downarrow-E_\uparrow)/2T]$:

$$m=\tanh\frac{t^2m}{UT},\qquad T_N=\frac{t^2}{U}. \tag{25}$$

The value of $T_N$ follows because a nonzero solution requires the slope of the right side at $m=0$, which is $t^2/(UT)$, to exceed 1.

This is the Weiss theory of a Heisenberg antiferromagnet. To identify the exchange constant, take two sites with hopping $\tau=t/\sqrt z$ and count energies from the singly occupied configurations. The triplet stays at zero. The singlet couples with matrix element of magnitude $2\tau$ to the even combination of the two doubly occupied configurations at energy $U$. The energies obey $\lambda(\lambda-U)=4\tau^2$, and the distance from the lower root to the triplet is

$$J=\frac{\sqrt{U^2+16\tau^2}-U}{2}\simeq\frac{4\tau^2}{U}=\frac{4t^2}{zU}. \tag{26}$$

In the model $J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j$, the $z$ neighbours of an $A$ spin have $\langle S^z\rangle=-m/2$. Their mean field gives the energy $-zJ(m/2)S^z$, hence the splitting $zJm/2=2t^2m/U$, as in (24), and $T_N=zJ/4$. Each bond is of order $1/z$ while the number of bonds is $z$, so the sum acts as a mean field for large $z$. At finite $z$ the fluctuations of this field, including spin waves, are missing from the theory.

The two limits describe the ends of the curve of the ordering temperature: it vanishes as $t^2/U$ for $U\to\infty$ and, if higher orders change only the prefactor of (22) as supposed above, exponentially for $U\to0$. If it is continuous in $U$, it has a maximum at intermediate coupling.

## A numerical solution between and near the limits

The loop (10) was solved by exact diagonalization of an impurity with four bath levels per spin. At each iteration the spectrum of $G_{-\sigma}$ is replaced by two levels below and two above zero energy. They preserve the weight on each side and the first three moments of the inverse energy.

At $U=4t$ and $T=0.05t$ the Slater equation gives $m=0.888$, and Hartree theory with the four-level bath gives the same to four digits. The DMFT value is 0.848. The difference, $0.888-0.848=0.040$, about 5% of the Hartree moment, measures the self-energy beyond (14) within the four-level bath. The last digit depends on how the bath is represented: four or five levels fitted to $\Delta$ on the Matsubara axis give $m=0.8475$, lower by about $4\times10^{-4}$, and a difference of 0.041.

For $U=12t$ the Weiss temperature is $t^2/U=0.0833t$. At half of it, $T=0.0417t$, (25) reads $m=\tanh(2m)$ and gives $m=0.958$; DMFT gives 0.942. To locate $T_N$ in DMFT, start the loop with a very small $m$. Each iteration multiplies it by a factor $\lambda(T)$, which by (25) is $t^2/(UT)$ in the Heisenberg limit. A continuous transition lies where $\lambda=1$; a first-order transition would escape this criterion. The results are as follows.

| $U/t$ | $T_N/t$, DMFT | $T_N/t$, Weiss | $T_N/t$, Slater |
|---|---|---|---|
| 12 | 0.0827 | 0.0833 | 2.97 |
| 24 | 0.0416 | 0.0417 | 5.99 |

Relative to the Weiss values, the DMFT temperatures are lower by 0.73% and 0.18%, and the magnetizations at half the Weiss temperature by 1.6% and 0.39%. Both deviations fall by a factor of about four when $U$ doubles, as expected for corrections of order $t^2/U^2$. The Slater temperatures are close to $U/4$ and exceed the ordering temperature by a factor of $2.97/0.0827\approx36$ at $U=12t$.

With $t=0.02$ Ry, for which $t/k_B=3158$ K, the DMFT Néel temperature at $U=12t$ is $0.0827\times3158\ \mathrm K\approx261$ K, against 263 K from the Weiss formula. These values belong to the four-level bath. Its error was tested in Hartree theory at $U=4t$. In the staggered field at $|U|=0.1t$ the four-level loop gives an even part of $4.29\times10^{-5}$ against $4.36\times10^{-5}$ from the continuum loop, a comparison that is printed but not asserted. The error was not checked separately at $U=12t$. The numerical check that follows lists the values used here.

## Numbers as computed

```
Tree test at zeta_A = 3i+1, zeta_B = 3i-1 (units of t)
  G_A for z -> infinity = 0.091608-0.274824j 1/t
  |G_tree - G_A|: z=6 3.207e-04, z=12 1.578e-04 1/t
Slater equation
  U=2t, T=0.05t: m Matsubara loop 0.653540
  U=2t, T=0.05t: m gap equation   0.653540
  U=0.8t: T_N numerical 0.032882 t
  U=0.8t: T_N asymptotic 0.032874 t
  asymptotic prefactor 8 exp(gamma-1)/pi = 1.66850
Beyond Hartree, continuum loop, h=1.0 t, T=0.02 t
  U=0.05t: m Hartree 0.7725565, full 0.7725459, difference 1.0578e-05
  U=-0.05t: m Hartree 0.7629480, full 0.7629368, difference 1.1228e-05
  U=0.1t: m Hartree 0.7772481, full 0.7772071, difference 4.1047e-05
  U=-0.1t: m Hartree 0.7580348, full 0.7579885, difference 4.6241e-05
  growth on doubling U: even part 4.003
  growth on doubling U: odd part  7.997
  self-energy, ED vs second-order sum: rel. error 0.00005
  even part at |U|=0.1t: continuum 4.3644e-05, 4-level loop 4.2928e-05
Intermediate coupling U=4.0 t, T=0.05 t, h=0
  m Slater, continuum     0.8883
  m Hartree, 4-level bath 0.8883
  m DMFT, 4-level bath    0.8479
Exchange splitting, U=20 t, m=0.6
  ED 0.059999 t, formula 2 t^2 m/U 0.060000 t
  relative error: U=20t 0.00002, U=40t 0.00000
Two-site exchange, z=100, U=12.0 t
  z J/4 = 0.083310 t, t^2/U = 0.083333 t
Strong coupling U=12.0 t
  T=0.041667 t: m DMFT 0.94241, Weiss 0.95750
  T_N DMFT   0.082728 t
  T_N Weiss  0.083333 t
  T_N Slater 2.972325 t
Strong coupling U=24.0 t
  T=0.020833 t: m DMFT 0.95382, Weiss 0.95750
  T_N DMFT   0.041593 t
  T_N Weiss  0.041667 t
  T_N Slater 5.986124 t
Relative deviation of m from Weiss: 0.01577, 0.00385
Relative deviation of T_N from Weiss: 0.00727, 0.00176
Conversion with t = 0.02 Ry: t/k_B = 3157.8 K
  U=12t: T_N DMFT  0.001655 Ry = 261.2 K
  U=12t: T_N Weiss 0.001667 Ry = 263.1 K
```
